# Geyer's initial sequence estimators: derivation, algorithm and failure with inertia

## Definitions and the quantity wanted

Let $X_0,X_1,\dots$ be a stationary Markov chain with law $\pi$ and transition probabilities $P(x,y)$. The transition operator acts on functions as

$$(Ph)(x)=E[h(X_1)\mid X_0=x],$$

and the inner product is $\langle a,b\rangle=E[a(X_0)b(X_0)]$. The observable $f$ is real, has finite variance and has had its exact mean subtracted. Its autocovariances are

$$\gamma_k=E[f(X_0)f(X_k)]=\langle f,P^kf\rangle .$$

The chain is reversible if $\pi(x)P(x,y)=\pi(y)P(y,x)$. Pairs of autocovariances are numbered from lag zero:

$$\Gamma_m=\gamma_{2m}+\gamma_{2m+1},\qquad m=0,1,2,\dots$$

The error of a time average over $n$ samples follows from the double sum over sample pairs. There are $n$ pairs at lag zero and $2(n-k)$ ordered pairs at separation $k$, so

$$n\,\mathrm{Var}(\bar f_n)=\frac1n\sum_{i,j}\gamma_{|i-j|}
=\gamma_0+2\sum_{k=1}^{n-1}\left(1-\frac kn\right)\gamma_k .$$

Assume $\sum_k|\gamma_k|<\infty$, as holds for a finite irreducible aperiodic chain. Each term is bounded by $|\gamma_k|$, so the limit may be taken inside the sum:

$$\sigma^2=\lim_{n\to\infty}n\,\mathrm{Var}(\bar f_n)
=\gamma_0+2\sum_{k\ge1}\gamma_k=-\gamma_0+2\sum_{m\ge0}\Gamma_m .$$

The minus sign appears because the sum over pairs contains $\gamma_0$, which doubling counts once too often. The error bar of the mean is $\sqrt{\sigma^2/n}$.

## What goes wrong with direct summation

From one trajectory, with $d_i$ the deviation of sample $i$ from the sample mean, estimate

$$\hat\gamma_k=\frac1n\sum_{i=0}^{n-1-k}d_id_{i+k}.$$

The obvious plan is to insert these into the formula for $\sigma^2$ and sum over all available lags. But

$$\hat\gamma_0+2\sum_{k=1}^{n-1}\hat\gamma_k
=\frac1n\left(\sum_i d_i\right)^2=0,$$

because deviations from the sample mean add to zero. The full sum returns zero for every data set, so the sum has to be cut.

A cut at a fixed lag needs the correlation time in advance: too early loses signal, too late adds noise. A cut at the first negative $\hat\gamma_k$ adapts to the data, but a true autocovariance can be negative. Take two states, $f=\pm1$, and flip probability $0.95$. Then $Pf=(0.05-0.95)f=-0.9f$ and $\gamma_k=(-0.9)^k$, that is $1,-0.9,0.81,\dots$ The exact value is

$$\sigma^2=1+2\,\frac{-0.9}{1+0.9}=0.0526,$$

whereas stopping before the first negative term gives $1$. A rule that stops at the first negative value needs a quantity whose true value cannot be negative.

## Why pairs have the required shape

Reversibility makes $P$ self-adjoint:

$$\langle a,Pb\rangle=\sum_{x,y}\pi(x)P(x,y)a(x)b(y)
=\sum_{x,y}\pi(y)P(y,x)a(x)b(y)=\langle Pa,b\rangle .$$

For continuous states the sums become integrals. Also $(Ph)^2\le P(h^2)$, since a squared mean does not exceed the mean square. Averaging over $\pi$, which $P$ preserves, gives $\|Ph\|\le\|h\|$. The spectrum of $P$ is therefore real and lies in $[-1,1]$. The spectral theorem supplies a non-negative measure $E$, the weight of $f$ on the spectrum, with

$$\gamma_k=\int\lambda^k\,dE(\lambda).$$

For a finite chain this is the eigenvector expansion $\gamma_k=\sum_jc_j^2\lambda_j^k$, where $c_j$ is the component of $f$ on the $j$th normalized eigenvector. Adding two neighbouring lags gives

$$\Gamma_m=\int\lambda^{2m}(1+\lambda)\,dE\ge0 .$$

The even power removes the sign of $\lambda$, and $1+\lambda$ is non-negative. Replacing $m$ by $m+1$ multiplies the integrand by $\lambda^2$, hence

$$\Gamma_m-\Gamma_{m+1}=\int\lambda^{2m}(1+\lambda)(1-\lambda^2)\,dE\ge0 .$$

The second difference contains $1-2\lambda^2+\lambda^4=(1-\lambda^2)^2$:

$$\Gamma_m-2\Gamma_{m+1}+\Gamma_{m+2}
=\int\lambda^{2m}(1+\lambda)(1-\lambda^2)^2\,dE\ge0 .$$

Thus the pair sums are non-negative, non-increasing and convex. All three statements are strict for every $m$ if $E$ has weight somewhere in $(-1,1)$ other than at $0$, because all three integrands are positive there. Without this condition strictness can fail: for independent draws $Pf=0$, so $\Gamma_0=\gamma_0$ and $\Gamma_m=0$ for $m\ge1$.

The starting lag matters. A pair beginning at lag one is $\gamma_1+\gamma_2=\int\lambda(1+\lambda)\,dE$, which has no fixed sign. In the two-state chain it equals $-0.9+0.81=-0.09$.

The spectral form also shows which motions cost statistics. Summability excludes weight at $\lambda=\pm1$, since such weight would keep $\gamma_{2k}$ from decaying. The geometric series then gives $\sum_m\Gamma_m=\int(1+\lambda)/(1-\lambda^2)\,dE=\int dE/(1-\lambda)$, and

$$\sigma^2=\int\left(\frac{2}{1-\lambda}-1\right)dE=\int\frac{1+\lambda}{1-\lambda}\,dE .$$

Slow modes, with $\lambda$ near $1$, raise the error; alternating modes, with $\lambda$ near $-1$, lower it.

## The three estimators

Each proved property can be imposed on the noisy $\hat\Gamma_m=\hat\gamma_{2m}+\hat\gamma_{2m+1}$.

1. Subtract the sample mean and pad the data with zeros to length at least $2n$. Take the Fourier transform, square its modulus, transform back and divide by $n$. The padding prevents the end of the trajectory from being correlated with its beginning.
2. Form $\hat\Gamma_0,\hat\Gamma_1,\dots$ and let $M$ be the index of the first non-positive one. If there is none, let $M$ be the number of pairs. Keep $\hat\Gamma_0,\dots,\hat\Gamma_{M-1}$: the initial positive sequence.
3. Replace each kept value by the smallest value up to that point: the initial monotone sequence.
4. Alternatively, append a zero at index $M$ to the positive sequence and take the greatest convex sequence lying nowhere above these points: the initial convex sequence.
5. With $s_m$ any of the three sequences, return $\hat\sigma^2=-\hat\gamma_0+2\sum_{m<M}s_m$.

Step 4 is a lower convex hull. Go through the points $(m,\hat\Gamma_m)$ from left to right, keeping a list of corners. Before adding a point, remove the last corner as long as the slope into it is at least the slope from it to the new point. At the end, interpolate linearly between corners. Each point is added once and removed at most once, so the cost is linear in $M$.

For the values $5,2,3,1,0.5,-0.2$ the last is rejected and the positive sequence sums to $11.5$. Running minima change the $3$ to $2$, with sum $10.5$. For the convex version, the line from $(1,2)$ to the appended point $(5,0)$ has slope $-1/2$ and lies on or below the points between. The sequence is $5,2,1.5,1,0.5$, with sum $10$.

This ordering is general. Let $c_m$ be the convex sequence. The zero sequence is itself a convex minorant, so $c_m\ge0$, and the appended point forces $c_M=0$. The last step of $c$ is therefore not upward, and by convexity no earlier step is. Hence $c_m\le c_i\le\hat\Gamma_i$ for every $i\le m$, so $c_m$ does not exceed the running minimum. This gives

$$\hat\sigma^2_{\rm convex}\le\hat\sigma^2_{\rm monotone}\le\hat\sigma^2_{\rm positive}.$$

## What long trajectories guarantee

Assume an ergodic reversible chain with summable autocovariances, in the strict case. With probability one, none of the estimators settles below the true value: $\liminf_{n\to\infty}\hat\sigma^2\ge\sigma^2$.

For any fixed $K$, the ergodic theorem gives $\hat\Gamma_m\to\Gamma_m>0$ for all $m\le K$. Eventually these are all positive and the cut lies beyond $K$. The omitted kept terms are positive, so the positive estimator has lower limit at least $-\gamma_0+2\sum_{m\le K}\Gamma_m$. Letting $K\to\infty$ gives $\sigma^2$. The same argument covers the monotone estimator, because the running minima of the first $K+1$ values converge to those of a decreasing sequence, which are the $\Gamma_m$ themselves.

The convex estimator needs more care, since noise at late lags could pull down early values. Fix $J$ and draw the lines

$$\ell_j(m)=\Gamma_j+(m-j)(\Gamma_{j+1}-\Gamma_j),\qquad j=0,\dots,J .$$

Convexity puts each line at or below $\Gamma_m$ for every $m$. Their slopes are strictly negative, so there is a $K>J$ beyond which all of them are negative. Given $\varepsilon>0$, eventually $\hat\Gamma_m\ge\Gamma_m-\varepsilon$ for $m\le K$, and the cut lies beyond $K$. Then

$$g_m=\max\left\{0,\ \max_{j\le J}\ell_j(m)-\varepsilon\right\}$$

is convex and lies nowhere above the kept data: up to $K$ by the choice of $\varepsilon$, and later because it is zero. The greatest convex minorant is therefore at least $g_m$, so $c_m\ge\Gamma_m-\varepsilon$ for $m\le J$. Summing, then letting $\varepsilon\to0$ and afterwards $J\to\infty$, proves the claim.

This bounds the limit, not the result of a finite run. If noise cut the two-state sequence after its first pair, the estimate would be near $-1+2(1-0.9)=-0.8$, an impossible variance. A non-positive result means that this estimator has failed on these data. Another method, such as the batch means described below, may still give a usable error bar.

## A reversible test case

Take a Metropolis chain on 21 points $x=-2,-1.8,\dots,2$ with energy $V/k_BT=2(x^2-1)^2$. A move of one, two or three points in either direction is proposed with equal probability and accepted with probability $\min(1,w_j/w_i)$, where $w=e^{-V/k_BT}$; moves off the grid are rejected. Since $w_i\min(1,w_j/w_i)=\min(w_i,w_j)$ is symmetric, the chain is reversible. The observable is $x$, with exact mean zero.

The transition matrix gives $\gamma_0=0.852$ and $\sigma^2=52.18$. The first pair sums, $1.663,1.532,1.433,1.344$, fall by $0.131,0.099,0.089$: decreasing steps, as convexity requires. The statistical inefficiency is $\sigma^2/\gamma_0=61.2$, so $40000$ correlated steps are worth about $40000/61.2\approx650$ independent ones. If the slowest mode, with $\lambda=0.96883$, carried all the variance, the ratio would be $1.96883/0.03117=63.2$. The actual ratio is the average of $(1+\lambda)/(1-\lambda)$ over the spectral weights, and no mode has a larger value than the slowest, so the closeness shows that nearly all the weight lies on modes about this slow. Consistently, $\Gamma_4/\Gamma_3=1.2608/1.3435=0.938$ is close to $\lambda^2=0.939$.

Over 200 runs of 40000 steps, the mean estimates are $54.1$ (positive), $52.8$ (monotone) and $52.0$ (convex). Their standard deviations between runs are $8.5$, $6.6$ and $5.9$, so in this example each added constraint also reduces the scatter. The positive estimator's excess of $1.9$ is about three times the standard error of its mean, $8.5/\sqrt{200}=0.6$.

The first run keeps 190 pairs, or 380 lags, about twelve relaxation times of $31.6$ steps. By then the slow mode has decayed by $e^{-12}$, so the end of the kept sequence is noise. The three estimates for this run are $65.2$, $55.1$ and $51.5$. The convex one gives an error bar $\sqrt{51.5/40000}=0.036$; treating the samples as independent would give $0.0046$. Across all runs, two convex error bars cover the true mean in $96\%$ of cases.

With the first 4000 steps of each run, the mean convex estimate is $5\%$ below the exact value. This does not conflict with the limit theorem, which promises nothing at fixed $n$.

## Inertia removes the foundation

Langevin molecular dynamics has positions and momenta. Let $R$ reverse the momenta. For the exact dynamics sampled at a fixed interval, detailed balance now relates a move to the reversed move with flipped momenta, and the adjoint of $P$ is $P^*=RPR$ instead of $P$. A finite-step integrator in general obeys this relation only up to its time-step error. For a position observable, $Rf=f$. With $u=P^kf$,

$$\gamma_{2k}=\langle (P^*)^kf,P^kf\rangle=\langle RP^kRf,P^kf\rangle
=\langle Ru,u\rangle=\|u_{\rm e}\|^2-\|u_{\rm o}\|^2,$$

where $u_{\rm e}$ and $u_{\rm o}$ are the parts of $u$ even and odd in momentum. They are orthogonal because $\pi$ is unchanged by the flip. In a reversible chain $\gamma_{2k}=\|P^kf\|^2$ cannot be negative; here the odd part enters with a minus sign.

A harmonic mode makes this explicit. With position $q$ and velocity $p$ in units of their thermal standard deviations, angular frequency $\omega$ and friction rate $g$,

$$dq=\omega p\,dt,\qquad dp=-(\omega q+gp)\,dt+\sqrt{2g}\,dW .$$

The drift matrix has off-diagonal elements $\omega$ and $-\omega$. Flipping $p$ exchanges their signs and so transposes the matrix, which is the relation $P^*=RPR$ for linear observables. Averaging the equations at fixed initial state gives $\ddot\gamma+g\dot\gamma+\omega^2\gamma=0$. The initial values are $\gamma(0)=1$ and $\dot\gamma(0)=0$, since $q$ and $p$ are uncorrelated at equal times. For $g<2\omega$,

$$\gamma(t)=e^{-gt/2}\left[\cos wt+\frac{g}{2w}\sin wt\right],\qquad
w^2=\omega^2-\frac{g^2}{4}.$$

Integrating the differential equation from zero to infinity gives $0-g+\omega^2\int_0^\infty\gamma\,dt=0$. For a sampling interval $\Delta t$ short compared with $1/\omega$ and $1/g$, therefore,

$$\sigma^2\simeq\frac{2}{\Delta t}\int_0^\infty\gamma\,dt=\frac{2g}{\omega^2\Delta t}.$$

Weak friction makes the time average of $q$ accurate, because successive half-cycles nearly cancel. This is special to an observable that changes sign with the vibration: for $q^2$ the autocovariance of this Gaussian process is $2\gamma(t)^2$, and $\sigma^2\simeq2/(g\Delta t)$ grows as the friction weakens. A cut at the first negative pair discards that cancellation. It keeps roughly a quarter period, and for weak friction yields $(2/\Delta t)\int_0^{\pi/2\omega}\cos\omega t\,dt=2/(\omega\Delta t)$, too large by about $\omega/g$.

For a period of $40$ fs, $g=0.01$ fs$^{-1}$ and $\Delta t=2$ fs, the exact value is $\sigma^2=0.405$. The pair sums begin $1.951,1.407,0.358,-0.785$, so three are kept:

$$-1+2(1.951+1.407+0.358)=6.43 .$$

This is $15.9$ times the true value, near $\omega/g=15.7$, and makes the error bar four times too wide. In 200 simulated runs of 40000 samples the positive estimator averages $6.45$. The cause is the stopping rule, so longer runs do not cure it.

The opposite error is more dangerous. Add to $q$ an independent slow component of variance $0.2$ and relaxation time $2000$ fs. Its contribution to $\sigma^2$ is close to $0.2\times2\times2000/2=400$, and the exact total is $400.4$. The vibration still makes the fourth pair negative. Even with exact autocovariances the positive estimator stops there and returns $8.6$, or $2\%$ of the truth. The error bar is too small by a factor of about seven, and the lower-bound theorem has failed with its assumption.

For this mode strong friction restores positive, decreasing pair sums, but not convexity when the sampling is fine. For $g>2\omega$ the solution has two positive rates $r_+>r_-$:

$$\gamma(t)=\frac{r_+e^{-r_-t}-r_-e^{-r_+t}}{r_+-r_-}.$$

It is positive and decreasing, but $\ddot\gamma(0)=-\omega^2$, so it starts concave. With the same $\omega$, $g=4\omega$ and $\Delta t=0.5$ fs, the second difference of the first three pair sums is $-0.023$. The positive estimator applied to exact autocovariances recovers $\sigma^2=101.86$, while the convex one gives $101.48$. The loss is small here, but it comes from imposing a property this finely sampled sequence lacks. With $a=e^{-r_-\Delta t}$ and $b=e^{-r_+\Delta t}$ the second difference is $[r_+a^{2m}(1+a)(1-a^2)^2-r_-b^{2m}(1+b)(1-b^2)^2]/(r_+-r_-)$. Since $a>b$, it is positive for every $m$ once it is positive at $m=0$, which happens for coarser sampling: at $\Delta t=4$ fs the two terms are about $0.16$ and $0.08$.

## An estimator that does not need reversibility

Divide the run into $a$ batches of $b$ samples, $n=ab$, with batch means $Y_j$ and overall mean $\bar Y$. Use

$$\hat\sigma^2_{\rm batch}=\frac{b}{a-1}\sum_{j=1}^a(Y_j-\bar Y)^2 .$$

Let $v_b$ and $v_n$ be the variances of means over $b$ and $n$ samples. Since $\sum_j(Y_j-\bar Y)^2=\sum_jY_j^2-a\bar Y^2$, the expectation is $ab(v_b-v_n)/(a-1)$. For batches much longer than the correlation time, $v_b\simeq\sigma^2/b$ and $v_n\simeq\sigma^2/(ab)$, and the expectation tends to $\sigma^2$. Only stationarity and summable autocovariances were used; correlations that stay positive and decay too slowly to be summed leave no finite $\sigma^2$ to estimate.

For the vibration alone, 20 batches of 2000 samples have an exact expectation of $0.416$, which is $3\%$ above $\sigma^2$. The simulated average is $0.421\pm0.010$. Each batch lasts $4000$ fs, twenty times the amplitude lifetime $2/g=200$ fs.

The same batches would not suffice for the slow component. For an exponential correlation of time $\tau$ and batch duration $T$, the continuum formula gives

$$\frac{bv_b}{\sigma^2}=\frac1\tau\int_0^T\left(1-\frac tT\right)e^{-t/\tau}dt
=1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right),$$

which is $0.57$ at $T=2\tau$. Batch length must be set by the slowest motion that affects the observable, and the estimate should be repeated with longer batches until it stops rising or falling systematically. Such a plateau is necessary but not sufficient: a weak component much slower than the batches can leave the estimate nearly flat over a range of batch lengths before its contribution becomes visible. For Langevin trajectories it is also worth inspecting $\hat\Gamma_m$ beyond the first negative value: negative lobes that recur at a fixed spacing and reappear in independent runs indicate that the initial-sequence rule does not apply. Irregular lobes are no such sign, because sampling noise produces them in reversible chains too. The absence of negative lobes proves nothing: for $q^2$ of the weakly damped vibration above, the pair sums of $2\gamma(t)^2$ never go negative but rise and fall periodically, and with exact autocovariances the monotone and convex estimators return about $22$ and $21$ against a true $\sigma^2$ of about $100$. The numerical output below gives the remaining values for all these cases.

## Calculated quantities

```
HAND SEQUENCE (dimensionless): 5.0 2.0 3.0 1.0 0.5 -0.2
  positive: 5.00 2.00 3.00 1.00 0.50  sum 11.50
  monotone: 5.00 2.00 2.00 1.00 0.50  sum 10.50
  convex: 5.00 2.00 1.50 1.00 0.50  sum 10.00
ANTITHETIC two-state chain, flip probability 0.95
  gamma_0..gamma_3: 1.0000 -0.9000 0.8100 -0.7290
  exact sigma2 0.0526, one pair only -0.8000
DOUBLE WELL (x dimensionless), barrier/kT 2.0
  grid points 21, spacing 0.2, max jump 3 points
  runs 200, steps per run 40000
  smallest eigenvalue -0.1742, second largest 0.96883
  relaxation time 31.58 steps
  exact gamma_0 0.8521, exact sigma2 52.182
  statistical inefficiency sigma2/gamma_0 61.24
  exact Gamma_0..Gamma_4: 1.6628 1.5319 1.4326 1.3435 1.2608
  mean sigma2 (pos, mono, conv): 54.058 52.831 52.041
  std over runs (pos, mono, conv): 8.504 6.578 5.855
  mean/exact (pos, mono, conv): 1.0359 1.0124 0.9973
  mean/exact for 4000 steps: 1.0085 0.9796 0.9478
  n * mean square error of run means 49.965
  coverage of +-2 convex error bars 0.960
  run 1: pairs kept 190, sigma2: 65.209 55.061 51.483
  run 1: mean -0.0004, error bar 0.0359, naive 0.0046
VIBRATION: period 40 fs, friction 0.01 1/fs, dt 2 fs
  omega 0.15708 rad/fs; variances in thermal position variance
  exact Gamma_0..Gamma_5: 1.9514 1.4073 0.3576 -0.7848 -1.5886 -1.7660
  exact sigma2 0.40529, continuum formula 0.40528
  exact gamma, truncated after 3 pairs (pos, mono, conv): 6.4326 6.4326 5.9270
  positive/exact sigma2 15.87
  error-bar ratio 3.98
  simulated mean sigma2 (pos, mono, conv): 6.4487 6.4487 5.9419
  n * mean square error of run means 0.3726
  batch means: length 2000 samples, 20 batches
  batch estimate 0.4210 +- 0.0095, expected 0.4160
WITH SLOW PART: variance 0.2, relaxation time 2000 fs
  exact sigma2 400.405, pairs kept 3
  positive-sequence sigma2 8.627, ratio 0.0215
  error-bar ratio 0.147
STRONG FRICTION: g 0.6283 1/fs, dt 0.5 fs
  exact Gamma_0..Gamma_3: 1.99722 1.96924 1.91831 1.85607
  second difference at m=0 -0.02295
  exact sigma2 101.8592, positive 101.8592, convex 101.4846
```
